# How Specular Ion Reflection from Sloping Walls Starts Microtrenches

Take a wall 500 nm high, tilted 4° from the vertical, beside a flat floor that is being etched by ions falling almost straight down. The wall reflects half of the ions that strike it and absorbs the rest. Three nanometres from its foot, the floor receives 1.46 times the ion flux of an open surface. If the wall is made vertical and nothing else is changed, the first 5 nm of floor receives on average only 0.78 of the open flux. A tilt of four degrees has turned a deficit into an excess. Why should so small a slope matter so much?

## The model

The cross-section contains one long wall and a floor at height $z=0$. The foot of the wall is at $x=0$, and the floor extends to positive $x$. The wall leans away from the floor by an angle $\alpha$, so its surface lies at

$$x=-z\tan\alpha,\qquad 0<z<H .$$

Beyond its upper edge is a flat top at height $H$. There is no opposite wall.

The direction of an ion is given by its angle $\theta$ from the downward vertical, projected on the cross-section. It is positive when the ion moves towards larger $x$ as it falls. Motion along the length of the wall is unchanged by reflection and can be left out. The flux through a horizontal plane has a Gaussian distribution $f(\theta)$ with mean zero and width $\sigma$, and $F(\theta)$ is the fraction of the flux at angles below $\theta$. The width is a few degrees at most, so the Gaussian tails near $\pm90^\circ$ are negligible.

A wall collision reflects the ion specularly with a constant probability $R$. This is an approximation for grazing impacts, since a real reflection probability depends on angle and energy. Etching is taken to be ion-limited: the local rate is proportional to the ion flux, and reflected ions etch as well as direct ones. If a reflected ion instead has a constant relative yield $\rho$, then $R$ is replaced by $R\rho$ in the etch rate for a single reflection.

## What a flat mirror does to a vertical beam

The wall, followed downwards, points at angle $\alpha$. An ion at angle $\theta<\alpha$ approaches it with a grazing angle $\alpha-\theta$. Specular reflection sends the ion away at the same grazing angle on the other side of the wall direction, so $\theta'-\alpha=\alpha-\theta$ and

$$\theta'=2\alpha-\theta .$$

For a perfectly collimated vertical beam, $\theta=0$ and $\theta'=2\alpha$. An ion that strikes the wall at height $z$ starts its last flight at $-z\tan\alpha$ and moves sideways by $z\tan2\alpha$. It lands at

$$x=z(\tan2\alpha-\tan\alpha)
=z\,\frac{\sin(2\alpha-\alpha)}{\cos2\alpha\cos\alpha}
=\frac{z\tan\alpha}{\cos2\alpha}.$$

The highest point, $z=H$, sets the edge of the illuminated band:

$$w=\frac{H\tan\alpha}{\cos2\alpha}.$$

In the example this is $500\tan4^\circ/\cos8^\circ=35.3$ nm. The band is narrow because grazing reflection changes the direction of an ion by only $2\alpha$.

The flux in the band follows from counting ions. Let $J_0$ be the open-floor flux. Seen from above, the wall covers a width $H\tan\alpha$, so it reflects $RJ_0H\tan\alpha$ ions per unit time and unit wall length. Since $x$ is proportional to $z$, they are spread uniformly over $w$. The added flux is

$$\frac{RJ_0H\tan\alpha}{w}=RJ_0\cos2\alpha .$$

With $R=0.5$ and $\alpha=4^\circ$, this is $0.495J_0$. The mirror takes the ions aimed at the strip covered by the wall and lays them on a neighbouring strip of almost the same width. It does not concentrate them: the receiving strip is slightly wider than the original one. The secondary flux of a flat wall is localized, but not focused. At $\alpha=45^\circ$ the reflected ions travel horizontally and the added flux has fallen to zero.

## Angular spread: gain against shadow

A real beam has a spread of directions, and the wall then also blocks ions that would have reached the floor. To find the direct flux at $x$, follow an ion backwards. At height $H$ it was at $x-H\tan\theta$. It cleared the upper edge if this position was to the right of $-H\tan\alpha$, that is, if

$$\tan\theta<\tan\beta,\qquad \tan\beta=\tan\alpha+\frac{x}{H}.$$

The angle $\beta$ is the direction from the upper edge of the wall to the floor point. The direct contribution, in units of $J_0$, is $F(\beta)$.

A reflected ion that arrives at $x$ with angle $\theta'$ left the wall at the height satisfying $x=z(\tan\theta'-\tan\alpha)$. The wall reaches that height if $z\le H$, which requires $\theta'\ge\beta$. Since $\theta'=2\alpha-\theta$, the original angle must satisfy $\theta\le2\alpha-\beta$.

One geometrical factor remains. A thin beam of perpendicular width $p$ covers a horizontal width $p/\cos\theta$ before reflection and $p/\cos\theta'$ afterwards. The same ions cross both widths, so their horizontal flux is multiplied by

$$\frac{p/\cos\theta}{p/\cos\theta'}=\frac{\cos\theta'}{\cos\theta}.$$

The total flux relative to the open floor is therefore

$$G(x)=F(\beta)+R\int_{2\alpha-\pi/2}^{2\alpha-\beta}
f(\theta)\,\frac{\cos(2\alpha-\theta)}{\cos\theta}\,d\theta .$$

The lower limit excludes reflected ions that do not travel downwards.

This expression also bounds the effect of a flat wall. For $\alpha>0$ and $\theta<\alpha$, both $\theta'-\theta=2(\alpha-\theta)$ and $\theta'+\theta=2\alpha$ are positive. Hence $\theta'>|\theta|$, and the cosine ratio is smaller than one. The integral cannot exceed the total weight of $f$, so the added flux is below $R$ and $G<1+R$, whatever the tilt.

## Why the vertical wall gives no trench

For $\alpha=0$ the cosine ratio is one and the integral covers all $\theta<-\beta$. A symmetric distribution has $F(-\beta)=1-F(\beta)$, so

$$G=F(\beta)+R[1-F(\beta)]
=1-(1-R)[1-F(\beta)]\le1 .$$

With $R=1$, each missing direction is replaced by its mirror image and the flux is uniform. Reflection repairs the shadow and does no more. With $R<1$ the repair is incomplete. At the foot $\beta=0$ and $F(0)=1/2$, which gives $G=(1+R)/2=0.75$ in the example. The shadow weakens with distance. The average of 0.78 over the first 5 nm was obtained by tracing about a million rays with quasi-random starting positions and Gaussian angles of width $\sigma=2^\circ$, the value used throughout the example.

Specular reflection alone is thus not enough; the slope is needed as well. This conclusion concerns a symmetric beam and an effective etch weight $R\rho\le1$. If reflected ions etched so much better that $R\rho>1$, a vertical wall could also produce an excess.

## How the tilt wins

At small angles the cosine ratio is close to one, and

$$G-1\simeq RF(2\alpha-\beta)-[1-F(\beta)]
=RF(2\alpha-\beta)-F(-\beta),
\qquad \beta\simeq\alpha+\frac{x}{H}.$$

The first term is the reflected gain and the second is the shadow loss. For a vertical wall both terms contain the same tail of the distribution. At a given $x$, the limit of the gain is $2\alpha-\beta\simeq\alpha-x/H$. A tilt therefore raises it by $\alpha$, so that the gain takes in more of the centre of the beam, where most ions are. It also raises $\beta$ by $\alpha$, which reduces the loss. When $\alpha$ is comparable with $\sigma$, these shifts change the balance strongly.

To locate the maximum, differentiate with respect to $\beta$. The derivative is $f(\beta)-Rf(2\alpha-\beta)$. Setting it to zero and taking the logarithm of the two Gaussians gives

$$-\frac{\beta^2}{2\sigma^2}
=\ln R-\frac{(2\alpha-\beta)^2}{2\sigma^2}.$$

Multiplying by $2\sigma^2$ and collecting the squares gives

$$(2\alpha-\beta)^2-\beta^2=4\alpha(\alpha-\beta)=2\sigma^2\ln R .$$

Since $\beta-\alpha\simeq x/H$,

$$x_{\rm peak}\simeq\frac{H\sigma^2}{2\alpha}\ln\frac1R .$$

The angles here are in radians. For $\sigma=2^\circ=0.0349$ and $\alpha=4^\circ=0.0698$, the formula gives 3.02 nm. Numerical maximization of the full integral gives 3.04 nm and a peak flux of 1.46. This maximum is shallow: $G$ is 1.461 at the foot and 1.463 at the peak. A perfect mirror, $R=1$, would put the maximum at the foot itself. At the foot, where $\beta=\alpha$, the shadow lifts at the rate $f(\alpha)$ and the gain falls at the rate $Rf(\alpha)$. These cancel for $R=1$; with losses the gain falls more slowly, so the flux first rises with distance.

The stationary point is a maximum. The ratio of the positive to the negative term in the derivative is

$$\frac{f(\beta)}{Rf(2\alpha-\beta)}
=\frac1R\exp\!\left[-\frac{2\alpha(\beta-\alpha)}{\sigma^2}\right],$$

which decreases with $\beta$ and passes through one once. The flux rises before that point and then falls towards its open-floor value of one. It must therefore have been above one. Within the small-angle model, every positive tilt with $R>0$ gives some excess, provided that the predicted $\beta$ at the peak is itself small.

The excess need not be large, and it need not begin at the foot. When the tilt is well below $\sigma$ it is negligible in practice: for $\sigma=2^\circ$ and $R=0.5$, a tilt of 0.2° gives a peak excess of only about $10^{-5}$. Quadrature and numerical maximization, with $\sigma=2^\circ$ and $R=0.5$ held fixed, give:

| Tilt | Peak position (nm) | Peak $G$ |
|---|---:|---:|
| 0.5° | 24.3 | 1.01 |
| 1° | 12.1 | 1.09 |
| 2° | 6.1 | 1.28 |
| 4° | 3.0 | 1.46 |
| 8° | 1.5 | 1.48 |

At the foot, $\beta=\alpha$ and the small-angle flux is $(1+R)F(\alpha)$. An excess there requires $F(\alpha)>1/(1+R)$, or two thirds for $R=0.5$. For a tilt of 0.5°, $\alpha/\sigma=1/4$. The Gaussian density is highest at its centre, so

$$F(\alpha)<\frac12+\frac{1}{4\sqrt{2\pi}}\simeq0.60 .$$

The foot then has a deficit, and a weak excess appears farther out. At 8° the beam is narrow compared with the tilt, and the peak is close to the collimated value $1+R\cos16^\circ=1.48$.

## Reading the flux profile

For the 4° wall, numerical integration gives $G=1.45$ at 10 nm, 1.40 at 20 nm, 1.25 at 35.3 nm and 1.04 at 60 nm. The value at the collimated band edge has a simple origin. There

$$\tan\beta=\tan\alpha+\frac{\tan\alpha}{\cos2\alpha}
=\tan\alpha+(\tan2\alpha-\tan\alpha)=\tan2\alpha ,$$

so $\beta=2\alpha$. The reflected contribution contains the half of the beam with $\theta<0$, and the shadow loss is small because $\beta=4\sigma$. The excess is therefore close to $R/2=0.25$. Angular spread has turned the sharp edge of the band into a gradual decline.

If 5 nm is removed from the open floor while this flux pattern stays nearly unchanged, the excess depth at the peak is

$$5\,\text{nm}\times(1.463-1)=2.3\,\text{nm}.$$

This is the beginning of a microtrench. It is not a prediction of its final shape: the deepening floor and the moving wall change the landing positions, and a sloping floor can change the etch yield.

## What diffuse reflection would do

Suppose the same vertical ions left the wall in random directions according to the cosine law. The vertical flux falling on unit area of the tilted wall is $J_0\sin\alpha$, so the wall emits $E=RJ_0\sin\alpha$ per unit area. A cosine emitter has the same brightness, $E/\pi$, in every direction.

Let $\psi$ be the projected angle from the floor normal and $\eta$ the angle out of the cross-section. The solid angle is $\cos\eta\,d\eta\,d\psi$, and the component along the floor normal is $\cos\psi\cos\eta$. Integration over $\eta$ gives

$$\frac E\pi\cos\psi\,d\psi
\int_{-\pi/2}^{\pi/2}\cos^2\eta\,d\eta
=\frac E2\cos\psi\,d\psi .$$

From the floor point, the wall occupies $\beta<\psi<90^\circ$. The added flux is therefore

$$\frac{RJ_0\sin\alpha}{2}(1-\sin\beta).$$

At the foot of the 4° wall this is $0.016J_0$, about thirty times less than the collimated specular value. It also declines over distances comparable with $H$, not with $w$. The wall intercepts few ions; they produce a strong local effect because specular reflection keeps them together.

## When the flux is truly focused

A single flat face cannot focus the beam, but a wall whose slope changes with height can. Let the slope from the vertical decrease with height as $s(z)=a-kz$, with $k>0$, which makes the wall concave towards the ions. Its position is

$$X(z)=-az+\tfrac12kz^2 .$$

For small slopes, a vertical ion leaves with slope $2s$ and lands at

$$x=X+2sz=-az+\tfrac12kz^2+2az-2kz^2
=az-\tfrac32kz^2 .$$

Since $dx/dz=a-3kz$, the landing point stops moving outwards at $z=a/(3k)$ and then turns back. Ions from neighbouring heights pile up at

$$x_c=\frac{a^2}{3k}-\frac{a^2}{6k}=\frac{a^2}{6k}.$$

A height interval $dz$ intercepts $J_0s\,dz$ ions, which land over $|dx|$. The added relative flux from one height is $Rs/|a-3kz|$. With $D=\sqrt{a^2-6kx}$, the two heights that feed the same point are $z=(a\mp D)/(3k)$, where $s=(2a\pm D)/3$. If both lie on the wall, their contributions add to

$$R\left[\frac{2a+D}{3D}+\frac{2a-D}{3D}\right]
=\frac{4aR}{3D}.$$

This diverges at $x_c$, but only as an inverse square root, so the number of ions remains finite.

Take $H=500$ nm, with a tilt of 6° at the foot and 3° at the top. Then $a=\tan6^\circ$ and $k=(\tan6^\circ-\tan3^\circ)/H$. The formula puts the caustic at 17.5 nm; ray tracing with the full reflection angle puts it at 17.7 nm. Both heights lie on this wall only for $x$ beyond about 13 nm, where ions from the top edge land; nearer the foot only the lower height contributes.

Angular spread blurs the caustic. An ion with angle $\theta$ lands about $z\theta$ closer to the wall. At the fold, the ratio of the blur to the caustic distance is

$$\frac{z\sigma}{x_c}=\frac{a\sigma/(3k)}{a^2/(6k)}=\frac{2\sigma}{a}.$$

This is about 0.07 for $\sigma=0.2^\circ$ and 0.7 for $\sigma=2^\circ$. Ray tracing with $R=0.5$, repeated reflections included, gives the flux averaged over adjacent 1 nm bins. The largest bin value is 3.5 for the narrow beam, centred at 16.5 nm. For the broad beam it is 1.7, centred at 10.5 nm. The focus is much weaker in the second case, but the flux still exceeds the flat-wall bound of 1.5.

In this model, the initial trench comes from the combination of slope and specular reflection, and a concave wall can add a real focus. The model shows that this combination is sufficient. It does not show that every microtrench has this origin: electric fields from charged surfaces, for example, can also deflect ions.

All numerical values are calculated from the stated model.
